# Supercells from Hermite Forms and Their Folded Wavevectors from Smith Forms

## A case that can be read off directly

Take a chain of lattice constant $a$ and describe it with a cell of length $Na$. A wave $e^{ikx}$ looks like a $\Gamma$ wave of the long cell if it is unchanged by the translation $Na$, so $e^{ikNa}=1$ and $k=2\pi j/(Na)$. Values of $j$ that differ by $N$ differ by a primitive reciprocal vector. This leaves $N$ distinct wavevectors, $j=0,\dots,N-1$, which add like integers modulo $N$. They form the cyclic group $\mathbb Z/N$, written $Z_N$ below.

In three dimensions, multiply the primitive vectors by 1, 1 and 4. In units of the primitive reciprocal vectors, the folded wavevectors are $(0,0,j/4)$, a group $Z_4$. Multiply them instead by 1, 2 and 2, and the wavevectors are $(0,j_2/2,j_3/2)$, a group $Z_2\times Z_2$. Both supercells contain four primitive cells, yet in the second group twice any element is zero, while in the first it need not be. The number of cells therefore does not determine the folding.

A general supercell mixes the primitive vectors, and its folded wavevectors cannot be read off in this way. Two normal forms of integer matrices settle the matter. The Hermite form lists the supercells without repetition, and the Smith form makes each one diagonal for the purpose of folding.

## Conventions and theorem

The rows of $A$ are primitive lattice vectors. The rows of $B=2\pi A^{-T}$ are the reciprocal vectors, so that $AB^T=2\pi\,\mathbb 1$. A wavevector is $k=\kappa^TB$ with a column $\kappa$ of three real numbers; two columns that differ by an element of $\mathbb Z^3$ describe the same primitive Bloch wavevector. The rows of $S=HA$ are supercell vectors, where $H$ is an integer matrix with $|\det H|=n\ge1$. Since $|\det S|=n|\det A|$, the index $n$ is the ratio of cell volumes. A superlattice is the set of all integer combinations of the rows of $S$. An integer matrix with determinant $\pm1$ is called unimodular; its inverse is again an integer matrix.

**Theorem.**

(a) Each superlattice of index $n$ has one and only one basis $HA$ with
$$H=\begin{pmatrix}a&x&y\\0&b&z\\0&0&c\end{pmatrix},\quad a,b,c>0,\quad abc=n,\quad 0\le x<b,\quad 0\le y,z<c .$$
The number of superlattices is $\sum_{abc=n}b\,c^2$.

(b) There are unimodular $U,V$ with $UHV=D=\mathrm{diag}(d_1,d_2,d_3)$, $d_i>0$, where $d_1$ divides $d_2$ and $d_2$ divides $d_3$. The $d_i$ are unique. The primitive wavevectors that fold onto the supercell $\Gamma$ point form the group
$$K=\left\{V\begin{pmatrix}j_1/d_1\\j_2/d_2\\j_3/d_3\end{pmatrix}:\ 0\le j_i<d_i\right\}\cong Z_{d_1}\times Z_{d_2}\times Z_{d_3},$$
taken modulo $\mathbb Z^3$, and it has $n$ elements.

In part (a) the letters $a,b,c$ are integers, not lengths. Superlattices that differ by a rotation of the crystal are counted separately.

## Enumeration: proof of part (a)

**Lemma 1.** $H$ and $H'$ describe the same superlattice if and only if $H'=WH$ with $W$ unimodular.

*Proof.* If the superlattices agree, each row of $H'$ is an integer combination of rows of $H$, so $H'=WH$ with integer $W$. Likewise $H=W'H'$. Hence $H=W'WH$, and since $H$ is invertible, $W'W=\mathbb 1$. Then $\det W'\det W=1$ with both factors integers, so $\det W=\pm1$. Conversely, if $W$ is unimodular, both $W$ and $W^{-1}$ are integer matrices, and each set of rows generates the other. $\square$

*Existence of the Hermite form.* The allowed row operations are exchanging rows, changing the sign of a row, and adding an integer multiple of one row to another. Each is multiplication from the left by a unimodular matrix. Euclid's algorithm on the first column reduces it to $(a,0,0)^T$ with $a>0$; the column cannot vanish because $\det H\ne0$. The same procedure on rows 2 and 3 gives $b>0$ and a zero below it, and a sign change gives $c>0$. Next, subtract a multiple of row 2 from row 1 to bring $x$ into $0\le x<b$. Finally subtract multiples of row 3 from rows 1 and 2 to bring $y$ and $z$ into $0\le y,z<c$. Row 3 is zero in the second column, so this last step leaves $x$ alone.

*Uniqueness.* Let $H$ and $H'=WH$ both have the stated form. Then $W=H'H^{-1}$ is upper triangular. Its diagonal entries $W_{ii}=H'_{ii}/H_{ii}$ are positive integers with product $1$, so each equals $1$ and the two diagonals agree. The remaining entries obey
$$x'=x+W_{12}b,\qquad z'=z+W_{23}c,\qquad y'=y+W_{12}z+W_{13}c .$$
Both $x$ and $x'$ lie between $0$ and $b-1$, so their difference cannot be a nonzero multiple of $b$, and $W_{12}=0$. For the same reason $W_{23}=0$. The last equation becomes $y'=y+W_{13}c$, which gives $W_{13}=0$. Thus $H'=H$.

*Count.* For a given diagonal there are $b$ choices of $x$ and $c$ choices each of $y$ and $z$, hence $bc^2$ matrices. $\square$

For a prime index $p$ the diagonals $(p,1,1)$, $(1,p,1)$, $(1,1,p)$ give $1+p+p^2$ superlattices. For $n=4$ the six diagonals contribute
$$\underbrace{1}_{(4,1,1)}+\underbrace{4}_{(1,4,1)}+\underbrace{16}_{(1,1,4)}+\underbrace{2}_{(2,2,1)}+\underbrace{4}_{(2,1,2)}+\underbrace{8}_{(1,2,2)}=35 .$$

## Folding: proof of part (b)

**Lemma 2.** A wavevector $k=\kappa^TB$ folds onto the supercell $\Gamma$ point if and only if $H\kappa\in\mathbb Z^3$.

*Proof.* Folding onto $\Gamma$ means $e^{ik\cdot R}=1$ for every supercell translation $R=N^THA$, with $N$ an integer column. The phase is
$$k\cdot R=N^THA\,(\kappa^TB)^T=N^TH\,(AB^T)\,\kappa=2\pi\,N^TH\kappa .$$
It must be a multiple of $2\pi$ for every $N$. Choosing $N$ as each unit vector in turn shows that every component of $H\kappa$ is an integer. If they all are, the condition holds for every $N$. $\square$

The solutions are $\kappa=H^{-1}m$ with $m\in\mathbb Z^3$. They include $\mathbb Z^3$ itself, because $H$ has integer entries. Therefore
$$K=H^{-1}\mathbb Z^3/\mathbb Z^3 .$$
The same condition covers other supercell wavevectors: the primitive wavevectors folding onto a given $Q$ differ from $Q$ by elements of $K$.

**Lemma 3.** The Smith form $UHV=D$ exists, and its diagonal is unique.

*Proof of existence.* Row operations multiply $H$ from the left by unimodular matrices, column operations from the right. Move a nonzero entry of smallest magnitude to the upper left corner and call it the pivot. Subtract multiples of its row and column to replace the other entries of the first column and first row by their remainders on division by the pivot. If a remainder is nonzero, it is smaller in magnitude than the pivot; take it as the new pivot and repeat. If all remainders vanish but some entry of the lower $2\times2$ block is not divisible by the pivot, add the row of that entry to the first row. The pivot is unchanged, since the column below it is zero, and division now produces a smaller nonzero remainder, which becomes the new pivot. The magnitude of the pivot is a positive integer that falls at each repetition, so the process ends. The pivot, made positive by a sign change, is then $d_1$, and it divides the whole lower block.

Treat the lower block in the same way. Its entries remain integer combinations of multiples of $d_1$, so $d_1$ divides $d_2$, and by construction $d_2$ divides $d_3$. No $d_i$ vanishes because $\det H\neq0$, and taking determinants gives $d_1d_2d_3=|\det H|=n$.

*Proof of uniqueness.* Let $g_1$ be the greatest common divisor of the entries of $H$, and $g_2$ that of its $2\times2$ minors. The entries of $PH$, with $P$ unimodular, are integer combinations of those of $H$, so $g_1(H)$ divides $g_1(PH)$. Using $P^{-1}$, the reverse also holds, and the two are equal. A $2\times2$ minor is linear in each of its two rows, so the minors of $PH$ are integer combinations of the minors of $H$, and $g_2$ is unchanged too. The same argument applies to columns. Both numbers may therefore be evaluated on $D$:
$$g_1=\gcd(d_1,d_2,d_3)=d_1,\qquad g_2=\gcd(d_1d_2,\,d_1d_3,\,d_2d_3)=d_1d_2 .$$
The second result holds because $d_2$ divides $d_3$ and $d_1$ divides $d_2$, so that $d_1d_2$ divides all three products. Thus $d_1=g_1$, $d_2=g_2/g_1$ and $d_3=n/g_2$ are fixed by $H$. $\square$

*Completion of part (b).* From $H=U^{-1}DV^{-1}$ follows
$$H^{-1}=VD^{-1}U .$$
Since $U$ is unimodular, $U\mathbb Z^3=\mathbb Z^3$, and
$$K=VD^{-1}\mathbb Z^3/\mathbb Z^3 .$$
Multiplication by $V^{-1}$ respects addition, maps $\mathbb Z^3$ onto itself, and maps $VD^{-1}\mathbb Z^3$ onto $D^{-1}\mathbb Z^3$. It is therefore an isomorphism from $K$ to $D^{-1}\mathbb Z^3/\mathbb Z^3$. The latter consists of columns $(j_1/d_1,j_2/d_2,j_3/d_3)^T$ with each $j_i$ counted modulo $d_i$. This is the stated product, with $d_1d_2d_3=n$ elements. Multiplying back by $V$ gives the wavevectors. $\square$

## What the group does and does not tell

**Remark 1: the group is not the set of points.** The diagonal $D$ fixes how the folded wavevectors add. Their positions in the Brillouin zone also require $V$. Quadrupling the first primitive vector or the third gives $Z_4$ in both cases, but the wavevectors lie along different reciprocal directions.

The set $K$, by contrast, determines the superlattice. Let an integer row $t$ denote the translation $tA$, and require unit phase for every member of $K$. Then $tH^{-1}m$ is an integer for every $m\in\mathbb Z^3$, so $tH^{-1}=N^T$ is an integer row and $t=N^TH$. This is a supercell translation. Distinct superlattices consequently have distinct sets $K$.

**Remark 2: counting orders.** For a positive integer $q$, the number of $\kappa\in K$ with $q\kappa\in\mathbb Z^3$ is $\prod_i\gcd(d_i,q)$. Indeed, $V^{-1}$ turns the condition into $qj_i/d_i\in\mathbb Z$, so $j_i$ must be a multiple of $d_i/\gcd(d_i,q)$, and there are $\gcd(d_i,q)$ such values modulo $d_i$. At index 4 with $q=2$, the count is 2 for $Z_4$ and 4 for $Z_2\times Z_2$.

**Remark 3: two limiting cases.** If $n$ has no repeated prime factor, the group is cyclic: $d_2$ divides $d_3$, so $d_2^2$ divides $n$, which forces $d_2=d_1=1$. Even the diagonal supercell $\mathrm{diag}(1,2,3)$ then has Smith diagonal $(1,1,6)$, since its $2\times2$ minors include 2 and 3. At the other extreme, $H=N\mathbb 1$ is already in Smith form, and $K$ is the uniform grid $\kappa_i=j_i/N$. Index 8 has a repeated prime factor, and both cyclic groups and the uniform grid occur there: of 155 superlattices, 112 have group $Z_8$, 42 have $Z_2\times Z_4$, and one has $Z_2\times Z_2\times Z_2$.

## Consequence for a plane-wave Hamiltonian

**Corollary.** In atomic units let $h=-\tfrac12\nabla^2+v(r)$, where $v$ has the primitive periodicity. Keep all plane waves $e^{iq\cdot r}$ with $|q|^2/2$ below a common cutoff. The supercell $\Gamma$ matrix then splits into $n$ blocks, one for each member of $K$, and each block is the primitive matrix at that wavevector.

*Proof.* The reciprocal vectors of the supercell are the rows of
$$2\pi(HA)^{-T}=H^{-T}B .$$
A supercell plane wave with integer column $m$ thus has $q=m^TH^{-T}B$, so its column is $\kappa=H^{-1}m=VD^{-1}Um$. Divide each component of $Um$ by $d_i$, writing $(Um)_i=j_i+d_il_i$ with $0\le j_i<d_i$. Then
$$\kappa=VD^{-1}j+Vl .$$
The first term is a member of $K$. The second is an integer column, hence a primitive reciprocal vector $G$. The label of the plane wave is therefore
$$j_i=(Um)_i\bmod d_i .$$

Expand the potential as $v(r)=\sum_Gv_Ge^{iG\cdot r}$. With plane waves normalized in the supercell volume $\Omega_S$,
$$\langle q|v|q'\rangle=\sum_Gv_G\frac1{\Omega_S}\int_{\Omega_S}e^{i(G-q+q')\cdot r}\,d^3r .$$
The integral equals $\Omega_S$ if $q-q'=G$ and vanishes otherwise, because its integrand is a supercell-periodic plane wave. Waves with different labels do not differ by a primitive reciprocal vector, so they are not coupled. For equal labels write $q=k+G$ and $q'=k+G'$. The element is $v_{G-G'}$, the same as in the primitive calculation, with no factor of $n$ left over. The kinetic energy is $|k+G|^2/2$ in both, and the common cutoff selects the same waves. $\square$

The hypotheses matter. Displacing one atom in the supercell in general gives $v$ Fourier components that are not primitive reciprocal vectors. These couple the blocks, and the levels no longer belong to single primitive wavevectors. If instead the primitive calculation keeps one fixed list of $G$ for all $k$, its truncated basis need not match a block, and the levels can differ by a basis error. In a self-consistent calculation the two descriptions must also use the same potential.

## Two supercells of an fcc model crystal

Take a cubic edge $L=4$ Å and primitive vectors $\tfrac L2(0,1,1)$, $\tfrac L2(1,0,1)$, $\tfrac L2(1,1,0)$. The reciprocal vectors are
$$b_1=\tfrac{2\pi}{L}(-1,1,1),\quad b_2=\tfrac{2\pi}{L}(1,-1,1),\quad b_3=\tfrac{2\pi}{L}(1,1,-1).$$
The potential has Fourier coefficient 2 eV on the eight vectors $\tfrac{2\pi}{L}(\pm1,\pm1,\pm1)$ and zero elsewhere. The cutoff is 200 eV. These are chosen parameters of a one-electron model without electron interaction, not a description of a material.

**The conventional cubic cell.** Its edges, written in primitive vectors, are the rows of $C$, which reduces to Hermite form as
$$C=\begin{pmatrix}-1&1&1\\1&-1&1\\1&1&-1\end{pmatrix}
=\begin{pmatrix}-1&1&1\\1&-1&0\\1&0&-1\end{pmatrix}
\begin{pmatrix}1&1&1\\0&2&0\\0&0&2\end{pmatrix}.$$
The first factor has determinant 1, so the index is $1\cdot2\cdot2=4$. Subtracting the first column of $H$ from the other two makes it diagonal:
$$HV=\begin{pmatrix}1&1&1\\0&2&0\\0&0&2\end{pmatrix}
\begin{pmatrix}1&-1&-1\\0&1&0\\0&0&1\end{pmatrix}=\mathrm{diag}(1,2,2),\qquad U=\mathbb 1 .$$
The group is $Z_2\times Z_2$, with members
$$\kappa=\left(-\tfrac{j_2+j_3}2,\ \tfrac{j_2}2,\ \tfrac{j_3}2\right)^T,\qquad j_2,j_3\in\{0,1\}.$$
For $j_2=j_3=1$ this is $(-1,\tfrac12,\tfrac12)$, equivalent to $(0,\tfrac12,\tfrac12)$, and
$$\tfrac12(b_2+b_3)=\tfrac{2\pi}L(1,0,0),\qquad |k|=\frac{2\pi}{4}=1.571\ \text{Å}^{-1}.$$
This is an X point. The other two nonzero members are the X points along the remaining cubic axes. The cubic cell folds $\Gamma$ and all three X points onto its own $\Gamma$.

**The chain cell.** Quadrupling the third primitive vector gives $H=D=\mathrm{diag}(1,1,4)$ and $\kappa=(0,0,j/4)$. The member $j=2$ is the L point $b_3/2$, with $|k|=\sqrt3\,\pi/4=1.360$ Å$^{-1}$. The member $j=1$ lies halfway to it, and $j=3$ is equivalent to $-b_3/4$. This cell folds one of the four L points and no X point.

**Levels.** The two lowest primitive levels at each kind of point are:

| Point | $E_1$ (eV) | $E_2$ (eV) |
|---|---:|---:|
| $\Gamma$ | −1.153 | 25.032 |
| $\pm b_3/4$ | 0.484 | 14.968 |
| L | 3.921 | 8.134 |
| X | 6.273 | 9.057 |

By the corollary, each supercell spectrum is the union of these levels and the higher ones at its folded points. For the cubic cell it begins with −1.153 eV, then 6.273 eV three times and 9.057 eV three times. The threefold degeneracy follows from symmetry: permuting the cubic axes leaves the potential unchanged and exchanges the X points. For the chain cell the spectrum begins with −1.153, 0.484, 0.484, 3.921 and 8.134 eV. The repeated level belongs to $k$ and $-k$. Since $v$ is real, $v_{-G}=v_G^*$, so the matrix at $-k$ in the waves $-G$ is the complex conjugate of that at $k$ and has the same real eigenvalues.

The lowest level, −1.153 eV or −0.04237 hartree, is common to both cells because both groups contain $\Gamma$, and the table shows that the level there lies below those at all the other folded points. The next level lies $6.273+1.153=7.426$ eV higher in the cubic cell and $0.484+1.153=1.637$ eV higher in the chain cell. The mean of the lowest primitive band over the folded points is
$$\frac{-1.153+3(6.273)}4=4.42\ \text{eV},\qquad
\frac{-1.153+2(0.484)+3.921}4=0.93\ \text{eV}.$$
The crystal and the index are the same in both cases; the difference comes from which four points sample the band.

The splitting at L has a simple leading-order estimate. The waves with wavevectors $b_3/2$ and $-b_3/2$ have equal kinetic energy and are coupled by $v_{b_3}=2$ eV. Alone they would split by $2\times2=4$ eV; the computed splitting is $8.134-3.921=4.213$ eV, and the remaining 0.213 eV comes from the other plane waves. At X the corresponding pair differs by $\tfrac{2\pi}L(2,0,0)$, where the potential has no component. Its splitting, $9.0566-6.2733=2.783$ eV with one more digit kept in the levels, therefore arises entirely through other waves.

The basis sizes also add up. The cubic cell has $113+3\times108=437$ plane waves, the chain cell $113+2\times104+108=429$. Both reciprocal lattices have the same density of points, but a sphere of finite radius need not enclose the same number of each.

The numerical output gives the Smith matrices and wavevectors of both cells. It also records an exhaustive search for superlattices of index 2 to 6, which agrees with the Hermite count. For all 390 superlattices of index 1 to 8, the folded wavevectors were tested against the phase condition of Lemma 2. In the two fcc cells, the supercell levels agree with the collected primitive levels to within numerical rounding.

## Computed values

```
index 2: superlattices by search = 7, by formula = 7
index 3: superlattices by search = 13, by formula = 13
index 4: superlattices by search = 35, by formula = 35
index 5: superlattices by search = 31, by formula = 31
index 6: superlattices by search = 91, by formula = 91
superlattices tested for folding, index 1 to 8: 390
index 4: 35 superlattices; by group Z2xZ2: 7, Z4: 28
index 8: 155 superlattices; by group Z2xZ2xZ2: 1, Z2xZ4: 42, Z8: 112
fcc cubic edge = 4.00 angstrom
potential Fourier coefficient = 2.00 eV
kinetic cutoff = 200 eV
cubic cell in primitive vectors C = [[-1, 1, 1], [1, -1, 1], [1, 1, -1]]
W in C = W H: [[-1, 1, 1], [1, -1, 0], [1, 0, -1]]
cubic cell: H = [[1, 1, 1], [0, 2, 0], [0, 0, 2]]
  U = [[1, 0, 0], [0, 1, 0], [0, 0, 1]]
  V = [[1, -1, -1], [0, 1, 0], [0, 0, 1]]
  Smith diagonal = [1, 2, 2], group Z2xZ2
  j=[0, 0, 0] kappa=(0,0,0) |k|min=0.0000 1/angstrom, 113 waves, E1,E2 = -1.1530, 25.0319 eV
  j=[0, 0, 1] kappa=(1/2,0,1/2) |k|min=1.5708 1/angstrom, 108 waves, E1,E2 = 6.2733, 9.0566 eV
  j=[0, 1, 0] kappa=(1/2,1/2,0) |k|min=1.5708 1/angstrom, 108 waves, E1,E2 = 6.2733, 9.0566 eV
  j=[0, 1, 1] kappa=(0,1/2,1/2) |k|min=1.5708 1/angstrom, 108 waves, E1,E2 = 6.2733, 9.0566 eV
  supercell plane waves at Gamma = 437
  seven lowest supercell Gamma levels = -1.1530, 6.2733, 6.2733, 6.2733, 9.0566, 9.0566, 9.0566 eV
  lowest level = -0.042371 hartree
chain cell: H = [[1, 0, 0], [0, 1, 0], [0, 0, 4]]
  U = [[1, 0, 0], [0, 1, 0], [0, 0, 1]]
  V = [[1, 0, 0], [0, 1, 0], [0, 0, 1]]
  Smith diagonal = [1, 1, 4], group Z4
  j=[0, 0, 0] kappa=(0,0,0) |k|min=0.0000 1/angstrom, 113 waves, E1,E2 = -1.1530, 25.0319 eV
  j=[0, 0, 1] kappa=(0,0,1/4) |k|min=0.6802 1/angstrom, 104 waves, E1,E2 = 0.4845, 14.9680 eV
  j=[0, 0, 2] kappa=(0,0,1/2) |k|min=1.3603 1/angstrom, 108 waves, E1,E2 = 3.9212, 8.1343 eV
  j=[0, 0, 3] kappa=(0,0,3/4) |k|min=0.6802 1/angstrom, 104 waves, E1,E2 = 0.4845, 14.9680 eV
  supercell plane waves at Gamma = 429
  seven lowest supercell Gamma levels = -1.1530, 0.4845, 0.4845, 3.9212, 8.1343, 14.9680, 14.9680 eV
  lowest level = -0.042371 hartree
largest folding mismatch of levels = 5e-13 eV
```
